# The Fock Operator in Plane Waves by FFT Poisson Solves, part 1

(Sections cited here and not found follow in the second part.)

## Pair densities, the Poisson kernel and the cost

Before exact exchange is switched on in a plane-wave calculation, one has to decide how dense a k-point mesh can be afforded and how often the exchange operator can be applied. With a local potential, doubling the mesh in each of three directions multiplies the work by 8. With exact exchange it multiplies the work by 64, because every orbital meets every occupied orbital at every other k-point. The derivation below shows where this count comes from, what each unit of work consists of, and which element of the Coulomb kernel needs separate treatment.

### The operator

Hartree atomic units are used. The state is a single Slater determinant of $N$ orthonormal spin orbitals $\chi_i(x)$, with $x$ standing for position and spin:

$$
\Psi=\frac{1}{\sqrt{N!}}\sum_P \operatorname{sgn}(P)\prod_{s=1}^{N}\chi_{P(s)}(x_s). \tag{1}
$$

All electron pairs contribute equally to the repulsion, so its expectation value is $N(N-1)/2$ times that of $1/|\mathbf r_1-\mathbf r_2|$. In $\Psi^*\Psi$ the integrals over $x_3,\dots,x_N$ vanish unless the two permutations assign the same orbitals to those electrons. The permutations are then either equal, with sign $+1$, or differ by an exchange of electrons 1 and 2, with sign $-1$. For a given choice of $\chi_i$ and $\chi_j$ for electrons 1 and 2, the others can be arranged in $(N-2)!$ ways, and $\tfrac12N(N-1)(N-2)!/N!=\tfrac12$. The second kind of term is the exchange energy,

$$
E_x^{\rm tot}=-\frac12\sum_{ij}\iint
\frac{\chi_i^*(x)\chi_j(x)\,\chi_j^*(x')\chi_i(x')}{|\mathbf r-\mathbf r'|}\,dx\,dx'. \tag{2}
$$

The integral over spin vanishes unless $i$ and $j$ have the same spin. Now vary $\chi_i^*$. It occurs once as the first factor in (2) and once, after the summation labels are interchanged, as the third. The two contributions are equal because the Coulomb interaction is symmetric in $\mathbf r$ and $\mathbf r'$, and their sum cancels the factor $\tfrac12$. For spatial orbitals $\varphi_j$ of one spin, the derivative is the Fock exchange operator acting on $\varphi_i$:

$$
(V_x\varphi_i)(\mathbf r)=-\sum_{j}^{\rm occ}\varphi_j(\mathbf r)
\int\frac{\varphi_j^*(\mathbf r')\varphi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'. \tag{3}
$$

The right-hand side also defines the action on an empty orbital. In a hybrid functional the operator is multiplied by the chosen fraction of exchange.

### Bloch orbitals carry the difference of their wave vectors

Take a closed-shell insulator with cell volume $\Omega$ and a uniform mesh of $N_k$ k-points that contains $\mathbf k=0$. The orbitals are periodic over a region of volume $V=N_k\Omega$, called the supercell here. They are written

$$
\varphi_{n\mathbf k}(\mathbf r)=\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt V}\,u_{n\mathbf k}(\mathbf r),\qquad
u_{n\mathbf k}(\mathbf r)=\sum_{\mathbf G}c_{n\mathbf k}(\mathbf G)e^{i\mathbf G\cdot\mathbf r}, \tag{4}
$$

where $\mathbf G$ runs over reciprocal lattice vectors of the cell. Integrating $|\varphi_{n\mathbf k}|^2$ over $V$ gives $\sum_{\mathbf G}|c_{n\mathbf k}(\mathbf G)|^2$, which is set to one. The orbitals are complete wavefunctions in a norm-conserving description, with no augmentation charges to be added to their products.

For a target orbital $n\mathbf k$ and an occupied orbital $n'\mathbf k'$, define

$$
\mathbf q=\mathbf k-\mathbf k',\qquad
u_{n'\mathbf k'}^*(\mathbf r)\,u_{n\mathbf k}(\mathbf r)=\sum_{\mathbf G}p(\mathbf G)e^{i\mathbf G\cdot\mathbf r}. \tag{5}
$$

The coefficients $p$ depend on all four orbital labels, which are suppressed. The pair density in (3) is

$$
\rho(\mathbf r)=\varphi_{n'\mathbf k'}^*\varphi_{n\mathbf k}
=\frac1V\sum_{\mathbf G}p(\mathbf G)\,e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}. \tag{6}
$$

The complex conjugate supplies $-\mathbf k'$ and the target supplies $+\mathbf k$. The pair density is thus a Bloch function with wave vector $\mathbf k-\mathbf k'$. For two different orbitals it is a transition density, in general complex; only for $n'\mathbf k'=n\mathbf k$ is it the particle density $|\varphi_{n\mathbf k}|^2$.

### The Poisson solve

The integral in (3) is the electrostatic potential $W$ of $\rho$, which obeys $-\nabla^2W=4\pi\rho$. On a finite mesh both are taken to be periodic over the supercell. Write $W$ as a sum of the same plane waves as in (6), with coefficients $W(\mathbf G)$. Each application of $-\nabla^2$ brings down $|\mathbf q+\mathbf G|^2$, so that

$$
|\mathbf q+\mathbf G|^2\,W(\mathbf G)=\frac{4\pi}{V}\,p(\mathbf G). \tag{7}
$$

Unless $\mathbf q+\mathbf G=0$, division gives

$$
W(\mathbf r)=\frac1V\sum_{\mathbf G}v(\mathbf q+\mathbf G)\,p(\mathbf G)\,e^{i(\mathbf q+\mathbf G)\cdot\mathbf r},
\qquad v(\mathbf K)=\frac{4\pi}{K^2}. \tag{8}
$$

For $\mathbf q+\mathbf G=0$, equation (7) reads $0=4\pi p(0)/V$. It has no solution if the pair density has a net charge. That element is assigned a finite value $v_0$, which is determined in the second half.

The kernel can be tested without any reciprocal-space formula. In the numerical check, differences of two unit-charge Gaussians are placed on a lattice with Bloch phases $e^{i\mathbf q\cdot\mathbf R}$. Their potentials are summed directly in real space and agree with the solution (8) to rounding error.

The difference $\mathbf k-\mathbf k'$ may lie outside the first Brillouin zone. It need not be folded back, since (8) uses the actual $\mathbf q$ together with the periodic parts that belong to the actual $\mathbf k$ and $\mathbf k'$. If $\mathbf q$ is replaced by $\mathbf q-\mathbf G_0$, the coefficients must be relabelled from $p(\mathbf G)$ to $p(\mathbf G-\mathbf G_0)$ at the same time.

Insert (8) in (3). The occupied orbital contributes $V^{-1/2}e^{i\mathbf k'\cdot\mathbf r}u_{n'\mathbf k'}$ and the potential contributes $e^{i(\mathbf k-\mathbf k')\cdot\mathbf r}$. Their product has the phase $e^{i\mathbf k\cdot\mathbf r}$ of the target:

$$
V_x\varphi_{n\mathbf k}=\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt V}
\left[-\frac1V\sum_{n'\mathbf k'}^{\rm occ}u_{n'\mathbf k'}(\mathbf r)
\sum_{\mathbf G}v(\mathbf q+\mathbf G)p(\mathbf G)e^{i\mathbf G\cdot\mathbf r}\right]. \tag{9}
$$

The exchange operator therefore preserves $\mathbf k$, although every $\mathbf k'$ contributes to it. The bracket is the periodic part of the result, and it is what a program accumulates.

### The explicit matrix

The same operator can be written as a matrix. Matching Fourier components in (5) gives

$$
p(\mathbf D)=\sum_{\mathbf G'}c_{n'\mathbf k'}^*(\mathbf G'-\mathbf D)\,c_{n\mathbf k}(\mathbf G'). \tag{10}
$$

Component $\mathbf G$ of the bracket in (9) arises when component $\mathbf P$ of $u_{n'\mathbf k'}$ meets component $\mathbf D=\mathbf G-\mathbf P$ of the potential. Substituting (10) and collecting the factor of $c_{n\mathbf k}(\mathbf G')$, one finds

$$
K_{\mathbf G\mathbf G'}(\mathbf k)=-\frac1V\sum_{n'\mathbf k'}^{\rm occ}\sum_{\mathbf P}
c_{n'\mathbf k'}(\mathbf P)\,c_{n'\mathbf k'}^*(\mathbf P-\mathbf G+\mathbf G')\,
v(\mathbf k-\mathbf k'+\mathbf G-\mathbf P). \tag{11}
$$

To check Hermiticity, take the complex conjugate of $K_{\mathbf G'\mathbf G}$ and rename its summation variable by $\mathbf P=\mathbf P'+\mathbf G'-\mathbf G$. The coefficients become $c(\mathbf P')c^*(\mathbf P'-\mathbf G+\mathbf G')$ and the argument of $v$ becomes $\mathbf k-\mathbf k'+\mathbf G-\mathbf P'$, which reproduces (11).

For the expectation value, multiply (9) by $\varphi_{n\mathbf k}^*$ and integrate. The product $u_{n\mathbf k}^*u_{n'\mathbf k'}$ is the conjugate of (5) and has components $p^*(\mathbf G)$ multiplying $e^{-i\mathbf G\cdot\mathbf r}$. The integral keeps equal $\mathbf G$:

$$
\langle\varphi_{n\mathbf k}|V_x|\varphi_{n\mathbf k}\rangle
=-\frac1V\sum_{n'\mathbf k'}^{\rm occ}\sum_{\mathbf G}v(\mathbf q+\mathbf G)|p(\mathbf G)|^2\le0. \tag{12}
$$

The inequality holds for any target in the basis if $v_0\ge0$. For fixed occupied orbitals, adding $V_x$ to an otherwise unchanged Hamiltonian can then lower an orbital energy or leave it unchanged, but it cannot raise it.

### Replacing convolutions by FFTs

Equations (10) and (11) contain convolutions, which become products on a real-space grid. For each pair of orbitals the operations are:

1. Form $u_{n'\mathbf k'}^*u_{n\mathbf k}$ on the grid and transform it to obtain $p(\mathbf G)$.
2. Multiply by $v(\mathbf k-\mathbf k'+\mathbf G)$ and transform back.
3. Multiply by $-u_{n'\mathbf k'}/V$ and add to the accumulated result.

After all occupied orbitals have been included, one more transform gives the coefficients of $V_x\varphi_{n\mathbf k}$. Since the transform is linear, it can wait until the sum is complete.

The grid must be fine enough. Let the integer components of every $\mathbf G$ in the orbitals lie between $-m$ and $m$, and let there be $M$ grid points per axis. The grid cannot distinguish indices that differ by a multiple of $M$. A pair density has indices from $-2m$ to $2m$, which are $4m+1$ different values. They remain distinct if

$$
M\ge4m+1. \tag{13}
$$

The kernel then multiplies the correct components. The last product, of orbital and potential, has indices up to $3m$ in magnitude, which may exceed the range of the grid. An index $h$ that is aliased by a nonzero multiple of $M$ arrives at a position of magnitude at least $M-3m\ge m+1$. This is outside the range $-m,\dots,m$ that is kept. Condition (13) therefore suffices for the FFT procedure to reproduce (11) in the chosen basis, apart from rounding. A grid with $2m+1$ points can hold the orbitals but mixes components of their products.

### Counting transforms

Let the operator be applied to $N_t$ orbitals at every k-point, with $N_b$ occupied bands. There are $N_tN_k$ targets and $N_bN_k$ occupied orbitals, and the procedure above spends one forward and one backward transform on every combination:

$$
\mathcal N_{\rm pair}=2N_tN_bN_k^2,\qquad
\mathcal N_{\rm pair}=2N_b^2N_k^2\quad\text{for }N_t=N_b. \tag{14}
$$

In addition, the occupied orbitals are brought to the grid once, and each target is brought there and its result taken back, which makes $(N_b+2N_t)N_k$ transforms. This part is linear in $N_k$. When the targets are the occupied orbitals themselves, interchanging the two orbitals of a pair conjugates the pair density and hence its potential, so one Poisson solve can serve both orders if all results are accumulated at once. This roughly halves (14) without changing its scaling; the saving is not used here.

The count (14) refers to one application of the operator, and an iterative eigensolver needs many. With $N_r=M^3$ grid points, a transform takes of order $N_r\log N_r$ operations, so one application to the occupied bands costs of order $N_b^2N_k^2N_r\log N_r$. A local potential needs two transforms per orbital, $2N_bN_k$ in all. The ratio of the two counts is $N_bN_k$, the number of occupied orbitals of one spin in the supercell.

If the cell is enlarged at fixed k-mesh, cutoff and electron density, both $N_b$ and $N_r$ grow in proportion to $\Omega$, and the cost grows as $\Omega^3\log\Omega$. If the mesh is thinned at the same time so that $V$ stays fixed, $N_bN_k$ is constant and the growth is $\Omega\log\Omega$. The square in (14) is thus a square in the number of orbitals in the supercell, however that number is divided between bands and k-points.

## The singular element, the energy and a worked crystal

The symbols carried over are these. There are $N_k$ k-points, the supercell volume is $V=N_k\Omega$, and $N_b$ bands are doubly occupied. A pair of orbitals $n\mathbf k$ and $n'\mathbf k'$ has $\mathbf q=\mathbf k-\mathbf k'$, and $p(\mathbf G)$ are the Fourier coefficients of $u_{n'\mathbf k'}^*u_{n\mathbf k}$. The exchange operator (9) multiplies them by $v(\mathbf q+\mathbf G)=4\pi/|\mathbf q+\mathbf G|^2$, and its expectation value is (12). The element $\mathbf q+\mathbf G=0$ is still to be given its value $v_0$.

### What the singular element does

The singular element occurs for $\mathbf k'=\mathbf k$ and $\mathbf G=0$. From (10) and the orthonormality of the bands at one k-point,

$$
p(0)=\sum_{\mathbf G'}c_{n'\mathbf k}^*(\mathbf G')c_{n\mathbf k}(\mathbf G')=\delta_{n'n}. \tag{15}
$$

Its contribution to (9) is therefore

$$
-\frac{v_0}{V}\,\varphi_{n\mathbf k}\ \text{ for an occupied orbital},\qquad
0\ \text{ for an empty one}. \tag{16}
$$

An error in $v_0$ shifts the occupied levels rigidly against the empty ones. The term is $-v_0/V$ times the projector on the occupied orbitals. At self-consistency, where these orbitals are eigenfunctions of the Hamiltonian that includes exchange, it changes the gap but not their shapes. For orbitals that are not self-consistent, the rigid shift is that of the expectation values.

In the limit of a dense mesh the singularity does no harm. The sum $V^{-1}\sum_{\mathbf k'}$ becomes $\int d^3q/(2\pi)^3$, and a ball of radius $\kappa$ around $\mathbf q=0$ contributes

$$
\frac{1}{(2\pi)^3}\int_0^\kappa\frac{4\pi}{q^2}\,4\pi q^2\,dq=\frac{2\kappa}{\pi}, \tag{17}
$$

which is finite. On a mesh each point represents a volume $(2\pi)^3/V$, whose linear size is proportional to $V^{-1/3}$. Setting $v_0=0$ omits a contribution of this order. The error then falls only as the inverse edge of the supercell, while the cost (14) grows as the sixth power of that edge.

We now have the exchange operator in a plane-wave basis, the number of transforms it costs, and the effect of the singular element, which shifts the occupied levels rigidly against the empty ones. What remains is to determine its value $v_0$, examine the error left on a finite mesh, and test the procedure on a model crystal.
